# Seed density needed to close a 10 nm electroless film

## Problem

An insulating surface carries catalytic seeds, and copper is plated on them from an electroless bath. Metal grows on the seeds and on metal already deposited, but not on the bare insulator. Estimate the smallest areal density \(N\) of active seeds for which, at a mean thickness \(H=10\) nm,

1. at most a fraction \(\varepsilon=1\,\%\) of the surface is still bare, and
2. the rms roughness \(\sigma\) is at most \(H/2\).

Bare spots count as zero height in both \(H\) and \(\sigma\). The seeds are placed independently at random, all start together, and every metal surface advances along its normal at the same speed, \(v=20\) nm/min. The seeds are taken as hemispheres 3 nm in diameter.

A tolerated bare fraction has to be stated because randomly seeded films have no sharp moment of closure: as shown below, the expected bare fraction is never zero at finite density.

## Solution

**Shape of the film.** A point in the solution is reached by metal after a time set by its distance to the nearest seed. The straight path from that seed lies above the flat substrate, so nothing blocks it. The metal is therefore a union of hemispheres of common radius \(R\), equal to the seed radius plus \(vt\). If \(r_i\) is the lateral distance from a surface point to seed \(i\), the height there is

\[
h=\max_i\sqrt{R^2-r_i^2},
\]

taken over seeds with \(r_i<R\), and \(h=0\) if there are none.

**Height distribution.** The height is below \(z\) when no seed lies within the lateral distance \(\sqrt{R^2-z^2}\), that is, within a disc of area \(A=\pi(R^2-z^2)\). For \(NS\) independent seeds on a large area \(S\), the probability that all miss this disc is \((1-A/S)^{NS}\to e^{-NA}\). Hence

\[
P(h<z)=e^{-\pi N(R^2-z^2)},\qquad 0<z\le R .
\]

Define the length \(\ell=1/\sqrt{\pi N}\) and the dimensionless radius \(a=R/\ell\). Letting \(z\to0\) gives the bare fraction,

\[
\theta_0=e^{-a^2}.
\]

**Mean thickness.** For a non-negative height, \(\langle h\rangle=\int_0^R P(h>z)\,dz\). With \(z=\ell u\),

\[
\langle h\rangle=\ell\int_0^a\left[1-e^{-a^2+u^2}\right]du
=\ell\,[a-D(a)],\qquad
D(a)=e^{-a^2}\int_0^a e^{u^2}du .
\]

\(D\) is Dawson's function. Write \(m(a)=a-D(a)\) for the mean thickness in units of \(\ell\).

**Roughness.** Similarly, \(\langle h^2\rangle=\int_0^R 2z\,P(h>z)\,dz\), so

\[
\frac{\langle h^2\rangle}{\ell^2}
=a^2-e^{-a^2}\int_0^a2u\,e^{u^2}du
=a^2-e^{-a^2}\left(e^{a^2}-1\right)
=a^2-1+e^{-a^2}.
\]

Therefore

\[
\frac{\sigma}{H}=\frac{\sqrt{a^2-1+e^{-a^2}-m(a)^2}}{m(a)} .
\]

Both the bare fraction and the relative roughness depend on \(a\) alone.

**From \(a\) to the seed density.** The required thickness is \(H=\ell\,m(a)=m(a)/\sqrt{\pi N}\). Solving for \(N\),

\[
N=\frac{m(a)^2}{\pi H^2}.
\]

Differentiating the definition of \(D\) gives \(D'=1-2aD\), so \(m'=1-D'=2aD>0\). At fixed \(H\), the density thus rises with \(a\), and the least density belongs to the smallest \(a\) that meets both conditions.

**How the relative roughness behaves.** For small \(a\), the expansion \(D=a-\tfrac23a^3+\dots\) gives \(m\simeq\tfrac23a^3\), while \(\langle h^2\rangle/\ell^2\simeq\tfrac12a^4\). Then \(\sigma/H\simeq 3/(2\sqrt2\,a)\), which is large: the surface is mostly bare, with a few isolated bumps. For large \(a\), iterating \(D=(1-D')/(2a)\) gives \(D\simeq1/(2a)+1/(4a^3)\). Dropping the exponentially small term,

\[
\frac{\sigma^2}{\ell^2}\simeq a^2-1-(a-D)^2=-1+2aD-D^2
\simeq\frac1{2a^2}-\frac1{4a^2}=\frac1{4a^2},
\]

so \(\sigma/H\simeq1/(2a^2)\). A numerical scan from \(a=0.1\) to \(a=8\) finds a steady fall between these limits.

At fixed \(N\), \(a\) increases with plating time. The ratio \(\sigma/H\) therefore falls throughout the plating, although \(\sigma\) itself rises at first, and the limit of one half is crossed downwards.

**Roughness condition.** Solving \(\sigma/H=1/2\) numerically gives \(a=1.380\) and \(m=0.918\). This condition alone would require

\[
N=\frac{0.918^2}{\pi(10\ \text{nm})^2}=2.68\times10^{-3}\ \text{nm}^{-2}
=2.7\times10^{11}\ \text{cm}^{-2}.
\]

At that point \(e^{-1.380^2}=14.9\,\%\) of the surface is still bare. The film passes the roughness condition without being closed.

**Coverage condition.** Setting \(e^{-a^2}=0.01\) gives

\[
a=\sqrt{\ln100}=2.146,\qquad D=0.274,\qquad m=1.872,
\]

and therefore

\[
N_{\min}=\frac{1.872^2}{\pi(10\ \text{nm})^2}=0.0112\ \text{nm}^{-2}
\approx1.1\times10^{12}\ \text{cm}^{-2}.
\]

Here \(\sigma/H=0.177\), so the roughness condition is met as well. Coverage sets the answer, and it demands about four times the density that roughness alone would.

**Reading the result.** The characteristic spacing \(1/\sqrt N\) is 9.5 nm, close to the film thickness. The island radius is \(R=aH/m=11.5\) nm. The rms roughness is 1.8 nm, and the crests stand 1.5 nm above the mean. The plating time is

\[
t=\frac{11.46-1.50}{20}\ \text{min}=0.498\ \text{min}\approx30\ \text{s}.
\]

A direct simulation used 150 periodic patches with an average of 400 random seeds each, at this density and radius. It gave a mean thickness of 9.99 nm, an rms roughness of 1.79 nm and a bare fraction of 1.06 %, against the predicted 10 nm, 1.77 nm and 1 %.

The choice of rms roughness matters. The peak-to-valley height equals \(R\), which is more than \(H\), as long as one bare spot remains. A peak-to-valley limit of \(H/2\) would be a much stricter requirement.

## A few cases

All rows refer to a mean thickness of 10 nm. The first five are for random seeds.

| Requirement | Bare area | \(N\) (cm⁻²) |
|---|---:|---:|
| \(\sigma=H/2\) only | 14.9 % | \(2.7\times10^{11}\) |
| 90 % covered | 10 % | \(3.8\times10^{11}\) |
| 99 % covered | 1 % | \(1.1\times10^{12}\) |
| 99.9 % covered | 0.1 % | \(1.9\times10^{12}\) |
| pinhole bound of 1 cm⁻² | \(e^{-33.5}\) | \(1.0\times10^{13}\) |
| hexagonal array, just closed | 0 | \(2.1\times10^{11}\) |

In rows two to four the tolerated bare fraction is below 14.9 %, so coverage is again the controlling condition. For a fixed bare fraction, \(N\propto H^{-2}\): doubling the permitted thickness reduces the required density to one quarter.

### The pinhole row

A small bare fraction can be divided among very many holes. To bound their number, look at the substrate from above, where each island is a disc of radius \(R\), and let \(\nu=a^2=\pi NR^2\).

Two disc edges cross if their seeds are less than \(2R\) apart. Each seed has on average \(N\pi(2R)^2=4\nu\) such neighbours. Counting each pair once gives \(2N\nu\) pairs per unit area, and each pair has two crossings, so there are \(4N\nu\) crossings per unit area. A crossing is left uncovered by all other islands with probability \(e^{-\nu}\).

Now choose a direction \(y\) in the substrate plane. Every bounded hole has a point of smallest \(y\). This point cannot lie on a smooth part of a disc edge: the hole would have to lie above the top of that disc, and the edge falls away on both sides, leaving bare points with smaller \(y\). It must therefore be an uncovered crossing.

Not every uncovered crossing is such a point. Let \(\varphi\) be the angle, seen from the crossing, between the directions to the two seeds. The bare wedge points towards larger \(y\) when the direction \(-y\) lies between those two directions. For random orientation this has probability \(\varphi/2\pi\). The seed separation is \(s=2R\sin(\varphi/2)\), and pairs are distributed as \(s\,ds\propto\sin\varphi\,d\varphi\), so

\[
\langle\varphi\rangle=\frac12\int_0^\pi\varphi\sin\varphi\,d\varphi=\frac\pi2 .
\]

The average probability is \(1/4\), and the hole density obeys

\[
n_{\text{holes}}\le N\nu e^{-\nu}.
\]

For the 99 % covered film this upper bound is \(5\times10^{10}\) cm⁻². The bound does not show how many holes there are, but with 1 % of the surface bare the film is not a closed barrier against liquid.

Lowering the bound to one hole per cm² requires \(a=5.79\) and \(N=1.0\times10^{13}\) cm⁻². The spacing is then 3.1 nm, and the seeds' own footprints add up to 0.73 of the surface. Seeds 3 nm wide cannot be placed independently at such a density, so this row marks where the model ends rather than giving a design value.

### The ordered row

For a hexagonal array with spacing \(d\), the last points to be covered are at distance \(R=d/\sqrt3\) from their nearest seeds. The cell area is \(A_c=\sqrt3d^2/2\). Dividing the cell into 12 equal sectors, with its edge at \(\rho=d/(2\cos\phi)\), and integrating \(\sqrt{R^2-r^2}\,r\,dr\) from 0 to \(\rho\) gives

\[
H=\frac{12}{A_c}\int_0^{\pi/6}\frac{R^3-(R^2-\rho^2)^{3/2}}{3}\,d\phi=0.430\,d .
\]

Thus \(d=23.3\) nm and \(N=1/A_c=2.1\times10^{11}\) cm⁻². At equal mean thickness, the ordered array closes completely with about one fifth of the seeds that the random film needs for 99 % coverage. Its relative roughness is higher, 0.232 against 0.177. This is a comparison with one regular pattern, not a proof that it is the best one.

## Comparison with a real bath

The inputs are rough values for electroless copper plating. The following changes are each made separately, starting from the 99 % covered film.

**Island shape.** Suppose lateral growth is slower than vertical growth by a factor \(s=0.8\), giving \(h^2=R^2-r^2/s^2\). Rescaling lateral distances by \(1/s\) restores hemispheres, with an apparent density \(Ns^2\). The requirement becomes \(N_{\min}/s^2=1.7\times10^{12}\) cm⁻².

**Uneven starting times.** If activation delays are spread evenly over 15 s, the latest seeds lose 5 nm of growth. Keeping the same mean thickness and bare fraction then requires \(1.3\times10^{12}\) cm⁻².

**Inactive or clustered seeds.** \(N\) counts active, independent sites. If half the seeds never start, the total must be \(2.2\times10^{12}\) cm⁻². Likewise, if seeds sit in tight groups of \(k\) that each act as one site, the total rises by the factor \(k\).

**Finite seed size.** Forbidding seed centres closer than 3 nm works the other way. At the same density and island radius, the simulated bare fraction falls to 0.44 %. That simulation also fixed the number of seeds at 400 per patch, which alone lowers the bare fraction by only about 3 % of its value. The required density is therefore somewhat below \(N_{\min}\) for such seeds.

**Copper supply.** With 0.04 mol/L copper, a diffusivity of \(5\times10^{-6}\) cm²/s and a 50 µm diffusion layer, the concentration at the surface of a flat film growing at speed \(v\) is about 12 % below that in the bulk once the layer is steady, which takes about \((50\ \mu\text{m})^2/(5\times10^{-6}\ \text{cm}^2/\text{s})=5\) s. While the islands are still small and sparse, their total area is less than that of a flat film and the drop is smaller; later the larger area of the bumpy film makes it somewhat greater. This slows all islands alike, so it changes the plating time but not the relation between thickness and coverage. The variation on the scale of one island is only about 0.003 %.

**Curvature.** Strongly curved metal is less stable, which reduces the driving potential by \(2\gamma V_m/(2Fr)\), where \(\gamma=1.8\) J/m² is the surface energy, \(V_m=7.1\) cm³/mol the molar volume, \(F\) the Faraday constant and \(r\) the island radius. The 2 in the denominator is the number of electrons per copper ion; the 2 in the numerator comes from the two equal curvatures of a sphere. The shift is 88 mV at the seed radius of 1.5 nm and 12 mV at the final radius. For a two-electron step the thermal scale is \(k_BT/2e\), about 13 mV at room temperature. The first value is about seven times this and the second about equal to it, so small seeds may start late and curvature is not negligible even at the end. How much it slows growth depends on the total driving potential of the bath, which is not estimated here. If seed sizes vary, this adds to the spread in starting times. Using a macroscopic surface energy at 1.5 nm is itself a rough approximation.

For independent random seeds and a mean thickness of 10 nm, the model requires at least \(1.1\times10^{12}\) active seeds per cm², or about one per 100 nm², for 99 % coverage. If the slower lateral growth and the spread in starting times considered above act together, their correction factors multiply and the requirement rises to about \(2.0\times10^{12}\) cm⁻². A pinhole-free film needs a separate criterion. The full set of computed values is in the numerical output below.

## Computed results

```
target mean thickness: 10.0 nm
allowed bare fraction: 1.0 %
allowed rms/mean: 0.50
growth speed: 20.0 nm/min
seed diameter: 3.0 nm
a at roughness limit: 1.3800
mean/l at roughness limit: 0.9180
bare there: 14.9 %
density, roughness only: 2.682e+11 cm^-2
a at coverage limit: 2.1460
Dawson D there: 0.2736
mean/l there: 1.8723
MINIMUM DENSITY: 1.116e+12 cm^-2
same density: 0.01116 nm^-2
spacing 1/sqrt(N): 9.47 nm
island radius: 11.46 nm
rms roughness: 1.77 nm
rms/mean: 0.177
crest above mean: 1.46 nm
plating time: 29.9 s
simulated mean: 9.99 nm
simulated rms: 1.79 nm
simulated bare: 1.06 %
density at 10.0 % bare: 3.811e+11 cm^-2
density at 0.1 % bare: 1.863e+12 cm^-2
pinhole bound at minimum: 5.14e+10 cm^-2
a for bound of 1 pinhole/cm^2: 5.786
density for that bound: 1.034e+13 cm^-2
spacing for that bound: 3.11 nm
seed area / surface area there: 0.73
hexagonal array density: 2.130e+11 cm^-2
hexagonal spacing: 23.28 nm
hexagonal rms/mean: 0.232
lateral/vertical speed: 0.80
density with that ratio: 1.744e+12 cm^-2
activation delay range: 5.0 nm
delay range in time: 15.0 s
density with delays: 1.267e+12 cm^-2
bare with seed exclusion: 0.44 %
active seed fraction: 0.50
total seeds then: 2.232e+12 cm^-2
seed metal, mean thickness: 0.079 nm
copper concentration: 0.040 mol/L
copper diffusivity: 5.0e-06 cm^2/s
diffusion layer: 50 um
copper molar volume: 7.1 cm^3/mol
copper surface energy: 1.8 J/m^2
layer depletion: 11.7 %
island-scale depletion: 0.0027 %
curvature shift at seed: 88.3 mV
curvature shift at end: 11.6 mV
```
